\section*{A good imaginary-axis Padé fit can fail at core levels}

\section{The situation}

Core-level photoemission measures the energy needed to remove a deep electron. In a $GW$ calculation of that energy the self-energy is often computed at imaginary frequencies, where it is smooth, fitted by a rational function (a Padé approximant), and evaluated at the real energy of the level. Suppose the fit reproduces the self-energy to better than a micro-electronvolt over the sampled range of imaginary frequencies, even at points it was not given. Is the real-axis value then safe?

It is not. The lithium dimer provides a counter-example small enough for every pole of the self-energy to be known.

\section{The self-energy as a sum of poles}

Take a closed shell with real orbitals, energies $\epsilon_m$, occupied labels $i,j$ and empty labels $a,b$. Let $D$ be the diagonal matrix of gaps $\epsilon_a-\epsilon_i$ and $V_{ia,jb}=(ia|jb)$ the Coulomb integrals. The independent-particle response of a pair, summed over two spins, is
\begin{equation}
\chi_0(\omega)=2\left[\frac1{\omega-D}-\frac1{\omega+D}\right]=\frac{4D}{\omega^2-D^2}.
\end{equation}
In the random-phase approximation $\chi^{-1}=\chi_0^{-1}-V$, so
\begin{equation}
\chi^{-1}=\tfrac14D^{-1/2}\left[\omega^2-M\right]D^{-1/2},\qquad M=D^2+4D^{1/2}VD^{1/2}.
\end{equation}
With normalized eigenvectors, $MZ_s=\Omega_s^2Z_s$, inversion gives $\chi=4\sum_s D^{1/2}Z_sZ_s^TD^{1/2}/(\omega^2-\Omega_s^2)$. For the level $n$ under study, let $b_m$ be the vector with components $(nm|ia)$. The screened interaction minus the bare one is then
\begin{equation}
W_m(\omega)=b_m^T\chi b_m=\sum_s\frac{2\Omega_s r_{ms}}{\omega^2-\Omega_s^2},\qquad
r_{ms}=\frac{2\,(b_m^TD^{1/2}Z_s)^2}{\Omega_s}\ge0 .
\label{eq:w}
\end{equation}

Place $\mu$ in the middle of the gap between the highest occupied orbital (HOMO) and the lowest empty one. On the line $z=\mu+i\omega$ the frequency integral of $G_0W_0$ can be turned onto the imaginary axis, and the correlation self-energy is
\begin{equation}
\Sigma(z)=-\frac1{2\pi}\sum_m\int_{-\infty}^{\infty}\frac{W_m(i\omega')}{z-\epsilon_m+i\omega'}\,d\omega'.
\label{eq:line}
\end{equation}
Since $W_m(i\omega')=-\sum_s2\Omega_sr_{ms}/(\omega'^2+\Omega_s^2)$, the minus signs cancel and each term contains, with $x=z-\epsilon_m$,
\begin{equation}
I(x)=\frac1{2\pi}\int_{-\infty}^{\infty}\frac{2\Omega_s}{\omega'^2+\Omega_s^2}\,\frac{d\omega'}{x+i\omega'} .
\end{equation}
The second factor has its pole at $\omega'=ix$. For an empty level $\mathrm{Re}\,x<0$, and this pole is in the lower half-plane. Closing the contour above encloses only $\omega'=i\Omega_s$, where the first factor has residue $1/i$; hence $I=1/(x-\Omega_s)$. For an occupied level $\mathrm{Re}\,x>0$, and closing below gives $I=1/(x+\Omega_s)$. Therefore
\begin{equation}
\Sigma(z)=\sum_k\frac{r_k}{z-p_k},\qquad r_k>0,\qquad
p_k=\epsilon_i-\Omega_s\ \text{ or }\ \epsilon_a+\Omega_s .
\label{eq:poles}
\end{equation}
A pole $\epsilon_i-\Omega_s$ describes a hole in $i$ accompanied by an excitation $\Omega_s$ (shake-up).

The quasiparticle equation is $e=E_0+\Sigma(e)$, where $E_0$ is the orbital energy with the exchange--correlation potential replaced by exact exchange. Because $\Sigma'(e)=-\sum_kr_k/(e-p_k)^2<0$, the function $e-E_0-\Sigma(e)$ rises from $-\infty$ to $+\infty$ between neighbouring poles. Each such interval holds one root, with spectral weight $Z=1/[1-\Sigma'(e)]$.

\section{Lithium dimer: the reference}

The bond length is 2.7 \AA, the orbitals come from the PBE functional, and the basis is def2-QZVPP (70 orbitals). Diagonalizing $M$ gives all poles. Roots were found by bisection between poles, and the one of largest weight within about 15 eV of $E_0$ was kept. With $\mu=-2.51$ eV,
\begin{align}
\text{lowest core level:}\quad& e=-66.675-1.091=-67.766\ \text{eV},\quad Z=0.48,\\
\text{HOMO:}\quad& e=-4.892-0.091=-4.983\ \text{eV},\quad Z=0.60 .
\end{align}
The PBE core eigenvalue is $-50.91$ eV, some 17 eV above the root. Shake-up poles attached to the core hole start below that eigenvalue, so a search for the root descends through them. Call the energies from $-71.77$ eV (4 eV below the root) to $-52.91$ eV (2 eV below the eigenvalue) the band. It holds 22 poles with residues above 0.001 eV$^2$, and its total residue is $R=19.2$ eV$^2$. Nearly all of that residue belongs to holes in the two core orbitals. Nine of the 22 poles are instead a HOMO hole with an excitation of 50 to 69 eV, and HOMO-hole poles carry only 0.3 eV$^2$. The digits above identify the model in this basis; they are not basis-set limits (see the last section).

\section{The fit and its failure}

The fit is Thiele's continued fraction. Put $g_1=\Sigma$, $a_k=g_k(z_k)$, and define $g_{k+1}$ by
\begin{equation}
g_k(z)=\frac{a_k}{1+(z-z_k)g_{k+1}(z)}
\;\Longleftrightarrow\;
g_{k+1}(z)=\frac{a_k-g_k(z)}{(z-z_k)g_k(z)} .
\end{equation}
Setting $g_N(z)=a_N$ ends the fraction. It reproduces $\Sigma$ at all $N$ nodes by construction, so agreement there says nothing about quality. The nodes were $\mu+i\omega$ with $\omega$ spaced geometrically from 0.5 to 500 eV; quality was judged at the geometric means of neighbouring $\omega$. The data had double precision, and the recursion was run with 80 digits so that it added no rounding of its own.

The absolute errors, in eV, are as follows. The second column is the largest held-out error for the core self-energy; the next two are $|\mathrm{Re}\,\Sigma_{\text{fit}}-\Sigma|$ at the reference roots, not shifts of the roots; the last is the median of the same quantity for the core self-energy over 150 equally spaced energies in the band.
\begin{center}
\begin{tabular}{ccccc}
$N$ & held out & HOMO root & core root & band \\ \hline
16 & $4\times10^{-4}$ & $1\times10^{-2}$ & 3.7 & 3.8\\
32 & $5\times10^{-7}$ & $3\times10^{-6}$ & 1.7 & 3.3\\
48 & $5\times10^{-11}$ & $2\times10^{-7}$ & 0.3 & 2.6
\end{tabular}
\end{center}
From $N=16$ to $N=48$ the imaginary-axis error falls by seven orders of magnitude, while the median error in the band falls by about a third. At $N=32$ the fitted quasiparticle equation has one upward crossing within 10 eV of the true root, at $-66.34$ eV, which is 1.4 eV too high. The size depends on the nodes: ranges of 0.1 to 1000 eV and 1 to 200 eV give nearly the same crossing, while 5 to 300 eV gives one 0.5 eV too high, with a held-out error of $10^{-10}$ eV. The held-out errors, all taken between 0.5 and 500 eV on the imaginary line, give no sign of this.

For even $N$ the fit has at most $N/2$ poles. With $N=32$ that is 16 for the whole self-energy, fewer than the 22 in the band alone, so it cannot reproduce them all. The count is not the whole explanation, however. A fit that is allowed exactly as many poles as the function has can also fail once its data are rounded, as an eight-pole example below shows.

Two changes isolate the cause. First, all poles from 10 eV below the band to 10 eV above it were deleted and the remaining function was refitted with $N=32$. At the same energies the median error dropped from 3.3 eV to 0.003 eV. Second, the original fit was compared with the original function 10 eV above the real axis, at the same real parts. The median modulus of the error was 0.07 eV. The large errors therefore belong to energies close to the poles.

Closeness in electronvolts is not the whole criterion. Counting residues above 0.001 eV$^2$, the nearest pole is 1.5 eV from the HOMO root and 1.9 eV from the core root, yet the HOMO is accurate. The HOMO root lies 2.5 eV from $\mu$, the core root 65 eV. The scale of the pole structure has to be compared with its distance from the line of data; the bound derived below shows how this ratio limits what the data can reveal.

Depth alone is not the cause either. Starting from Hartree--Fock orbitals, the core eigenvalue is $-66.77$ eV and the root is $-64.45$ eV with $Z=0.88$. It is about as deep as before, but no pole with residue above 0.001 eV$^2$ lies within 7 eV. With $N=32$ the error at this root is 0.008 eV.

\section{A second self-energy with nearly the same data}

One might blame the Padé algorithm, or hope that requiring real poles and positive residues would cure it. The following construction rules this out for the band when the data are trusted to no better than $10^{-10}$ eV; the bound derived below extends the argument to double precision. Keep every pole outside the band, and replace all those inside by four poles chosen by Gauss quadrature, so that the moments $\sum_kr_kp_k^l$ agree for $l=0,\dots,7$. The new poles lie at $-65.75$, $-61.40$, $-56.81$ and $-53.82$ eV, with residues 2.94, 8.13, 4.46 and 3.67 eV$^2$.

On 301 points of the imaginary line, from $\omega=0$ to 1000 eV, this twin differs from the original by at most $6\times10^{-11}$ eV. That is closer than the $N=32$ fit comes at its held-out points. Over the band the median difference is 3.1 eV. Both functions have the form \eqref{eq:poles}, so positivity cannot choose between them.

The twin's core root, however, is $-67.759$ eV, only 0.007 eV from the original. The root lies 2 eV below the lowest twin pole, where these four poles still imitate the band well. This twin thus proves a large ambiguity inside the band, not at the root. The 1.7 eV error of the $N=32$ fit at the root is a failure of that interpolant. That value is stable against the last digits of the data. The 0.3 eV in the table for $N=48$ is not: summing the same poles in different orders gave values from nearly 0 to 1.3 eV, and at $N=64$ from 1.1 to 2.2 eV, so more nodes bring no reliable gain.

\section{The general statement}

\textit{Let $M$ distinct poles with positive residues of sum $R$ lie in $|p-c|\le h$, let $a=|\mu-c|/h>1$ and $\rho=a+\sqrt{a^2-1}$, and let $1\le K<M$. There are $K$ real poles in the same interval, with positive residues of sum $R$, such that replacing the first set by the second changes $\Sigma$ everywhere on $z=\mu+i\omega$ by at most}
\begin{equation}
\delta_K=\frac{4R}{h\sqrt{a^2-1}}\,\frac{\rho^{-(2K-1)}}{\rho-1},
\label{eq:bound}
\end{equation}
\textit{while the change on the real axis is unbounded.}

\paragraph{Gauss poles.} Write $p_k=c+ht_k$ with $|t_k|\le1$. Let $\pi_K$ be the polynomial of degree $K$ that is orthogonal to all lower degrees under the sum $\sum_kr_k(\cdot)$. Suppose it changed sign at fewer than $K$ points of $(-1,1)$, and let $q$ be the product of the factors $t-\tau$ over those points. Then $\pi_Kq$ has one sign on the interval and cannot vanish at all $M>K$ points $t_k$, so $\sum_kr_k\pi_K(t_k)q(t_k)\ne0$, against orthogonality. Hence $\pi_K$ has $K$ simple roots $\tau_j$ in $(-1,1)$.

Let $\ell_j$ be the polynomial of degree $K-1$ equal to 1 at $\tau_j$ and 0 at the other roots, and set $w_j=\sum_kr_k\ell_j(t_k)$. Divide any $P$ of degree at most $2K-1$ as $P=u\pi_K+s$, with $u$ and $s$ of degree below $K$. Orthogonality removes the first part, and $s=\sum_js(\tau_j)\ell_j$ with $s(\tau_j)=P(\tau_j)$, so
\begin{equation}
\sum_kr_kP(t_k)=\sum_jw_jP(\tau_j).
\label{eq:gauss}
\end{equation}
Taking $P=\ell_j^2$ shows $w_j>0$; taking $P=1$ shows $\sum_jw_j=R$.

\paragraph{Size on the line.} Put $\zeta=(z-c)/h=\frac12(w+w^{-1})$ with $|w|>1$, so that $\sqrt{\zeta^2-1}=\frac12(w-w^{-1})$. For $t=\cos\theta$ and $T_k(t)=\cos k\theta$, summing the geometric series gives
\begin{equation}
\frac12+\sum_{k\ge1}w^{-k}T_k(t)=\frac12\,\frac{w-w^{-1}}{w+w^{-1}-2t}=\frac{\sqrt{\zeta^2-1}}{2(\zeta-t)} .
\end{equation}
Thus $1/(\zeta-t)$ is a polynomial of degree $2K-1$ in $t$ plus a remainder no larger than
\begin{equation}
\frac{2}{|\zeta^2-1|^{1/2}}\sum_{k\ge2K}|w|^{-k}
=\frac{2}{|\zeta^2-1|^{1/2}}\,\frac{|w|^{-(2K-1)}}{|w|-1}.
\label{eq:rem}
\end{equation}
By \eqref{eq:gauss} the polynomial contributes equally to both sets of poles. Each set has total residue $R$, so the difference is at most $2R$ times \eqref{eq:rem}, divided by $h$ because $z-p=h(\zeta-t)$.

It remains to find the worst point of the line. By reflection take $\mu>c$, so $\zeta=a+iy$. Since $\zeta\pm1=\frac12(w^{1/2}\pm w^{-1/2})^2$, the parallelogram law gives
\begin{equation}
|w|+|w|^{-1}=|\zeta+1|+|\zeta-1|\ge(a+1)+(a-1)=\rho+\rho^{-1},
\end{equation}
hence $|w|\ge\rho$. Also $|\zeta^2-1|\ge a^2-1$. Inserting both yields \eqref{eq:bound}.

\paragraph{The real axis.} Since $K<M$, at least one original pole is not among the new ones. There the original function diverges and the new one is finite. $\square$

\section{Reading the bound}

For the band, $h=9.43$ eV, $a=6.34$ and $\rho=12.6$, and with $K=4$ the bound is $\delta_4=2\times10^{-9}$ eV, above the difference found. One more pole divides it by $\rho^2\approx159$. Hence $\delta_8\approx2\times10^{-9}/159^4\approx3\times10^{-18}$ eV. At $\omega=0$ the whole self-energy is about 0.25 eV, and double precision rounds such a number by up to $10^{-17}$ eV or slightly more. An eight-pole twin is therefore hidden beneath the rounding there. Built in the same way as the four-pole twin, it differs from the original by a median of 0.4 eV over the band. That is less than the 3.1 eV of the four-pole twin, but still far above the difference on the imaginary line.

The bound weakens as $a\to1$, when the poles approach the line on the scale of their own spread. It then no longer excludes that the data carry their details, which is the more favourable situation of levels near the gap.

None of this contradicts the uniqueness of analytic continuation. Two functions $P/Q$ and $\tilde P/\tilde Q$, each with $M$ poles and numerators of degree at most $M-1$, that agree at $2M$ points satisfy $P\tilde Q-\tilde PQ=0$ at $2M$ points. This polynomial has degree at most $2M-1$, so it vanishes identically. Exact data suffice; rounded data need not. The eight strongest poles of the band, taken alone, were fitted from 16 values. With 80-digit values the median error at 21 energies across the band was $10^{-16}$ eV, the precision of the comparison. With the same values rounded to double precision it was 1 eV.

\section{Practice and the real molecule}

Extrapolation can be avoided. Let $e$ be a real energy below $\mu$. For an occupied level with $\epsilon_m>e$, $x=e-\epsilon_m$ is negative, and the integral in \eqref{eq:line} returns $1/(x-\Omega_s)$ where $1/(x+\Omega_s)$ is needed. The missing part is
\begin{equation}
r_{ms}\left[\frac1{x+\Omega_s}-\frac1{x-\Omega_s}\right]=-\frac{2\Omega_sr_{ms}}{x^2-\Omega_s^2},
\end{equation}
which, summed over $s$, is $-W_m(\epsilon_m-e)$ by \eqref{eq:w}. Contour deformation adds this term for each such level. The price is $W$ at real frequencies, here near 17 eV for the two core orbitals and near 65 eV for the HOMO.

Li$_2$ is a test molecule here, and its pole sum is a reference for the continuation, not for experiment. An error of 1.4 eV could hide any chemical shift of a core level smaller than that. Other limits of the model are as large: def2-TZVPP puts the strongest core root 1.8 eV higher, and the Hartree--Fock start 3.3 eV higher. The core-valence basis cc-pCVTZ puts the core root 0.35 eV higher ($Z=0.40$) and the HOMO root 0.04 eV lower, with 23 poles and $R=17.0$ eV$^2$ in the band; the $N=32$ fit then places the core root 1.2 eV too high. Scalar relativity lowers the Hartree--Fock core eigenvalue by only a few thousandths of an electronvolt. Vertex corrections, self-consistency and nuclear motion are left out and not sized. In the real molecule, shake-up into unbound states forms a continuum, which the finite basis replaces by separate poles. This concerns most of the band, so the 3 eV band errors and the errors at the PBE core root refer to that discrete model. Contour deformation removes the continuation error, but none of these others.
